\section*{Parratt Recursion for Graded Mo/Si Mirrors with Intermixed Interfaces}

\section{Why single reflections cannot be added}

At a wavelength of 13.5 nm, one molybdenum layer 2.8 nm thick, embedded in silicon, reflects an amplitude of magnitude about 0.072 in the model used below. If forty such layers are spaced so that their reflections arrive in phase, simple addition gives an amplitude of $40\times0.072=2.9$. The reflectance would then be about 8.3, more than eight times the incident power. The sum ignores that upper layers weaken the wave reaching lower ones, that reflected waves are reflected again, and that the materials absorb.

The same shortcut misjudges imperfect interfaces. Gaussian intermixing with a standard deviation of 0.7 nm (a 10--90\% width of 1.8 nm) multiplies the reflected power of a stack of one to three periods by about 0.68. Applied to a forty-period mirror, this factor predicts the loss of a third of the reflectance. The correct calculation, for the depth-graded mirror treated below, gives a loss of about 9\% of the sharp-interface value.

\section{One layer by hand}

Let fields vary as $e^{-i\omega t}$, and let $z$ point into the stack. An absorbing medium then has the index $n=1-\delta+i\beta$ with $\beta\ge0$, and the permittivity $\varepsilon=n^2$. Light arrives from vacuum at an angle $\theta$ from the normal. The media are nonmagnetic and uniform along the surface, so the lateral wavenumber $k_0\sin\theta$, with $k_0=2\pi/\lambda$, is the same everywhere. The normal wavenumber in medium $j$ is
\begin{equation}
\kappa_j=k_0s_j,\qquad s_j=\sqrt{\varepsilon_j-\sin^2\theta},\qquad \operatorname{Im}s_j\ge0 .
\end{equation}
In an absorbing medium, this branch makes $e^{i\kappa_jz}$ decay, not grow, in the direction of travel. If $s_j$ is real, the positive root is taken.

For s polarization, the electric field and its $z$ derivative are continuous. A wave of unit amplitude meeting a single interface from medium 1 obeys $1+r=t$ and $\kappa_1(1-r)=\kappa_2t$. Eliminating $t$ gives
\begin{equation}
r=\frac{\kappa_1-\kappa_2}{\kappa_1+\kappa_2},\qquad t=1+r .
\end{equation}
From the other side, $r$ changes sign and the transmission amplitude is $1-r$.

The indices are rounded model inputs, of the rough size found for Mo and Si near this wavelength: $0.925+0.006i$ for Mo and $0.999+0.002i$ for Si. With $\theta=6^\circ$,
\begin{align}
s_{\rm Si}&\simeq0.9935+0.0020i,\qquad s_{\rm Mo}\simeq0.9191+0.0060i,\\
r&=\frac{s_{\rm Si}-s_{\rm Mo}}{s_{\rm Si}+s_{\rm Mo}}\simeq0.0389-0.0023i .
\end{align}
One round trip through the Mo layer, of thickness $d=2.8$ nm, contributes the factor
\begin{equation}
P=e^{2i\kappa_{\rm Mo}d}\simeq-0.723+0.668i .
\end{equation}

The reflected wave is the sum of the first reflection and all waves that enter, bounce and leave. The first of these carries $(1+r)(-r)P(1-r)$. Each further round trip adds two inner reflections, $(-r)^2$, and a factor $P$. Since $|r^2P|<1$, the geometric series converges:
\begin{align}
\rho&=r-\frac{(1-r^2)rP}{1-r^2P}
=\frac{r-r^3P-rP+r^3P}{1-r^2P}\nonumber\\
&=\frac{r(1-P)}{1-r^2P}
\simeq\frac{0.0655-0.0299i}{1.0010-0.0011i}
\simeq0.0655-0.0298i .
\end{align}
The denominator contains the repeated reflections. It is close to one for a single layer, but repeated reflections become important when many layers are stacked.

\section{The recursion for any stack}

Number the media from $j=0$ for vacuum to $j=M$ for the substrate; interface $j$ separates media $j$ and $j+1$. To treat both polarizations together, let $F$ be the electric field for s polarization, with $g=1$, and the magnetic field for p polarization, with $g=1/\varepsilon$. Maxwell's equations make $F$ and $gF'$ continuous. Define $q_j=g_j\kappa_j$.

Just above interface $j$, let the downward and upward amplitudes be $u$ and $v$. Just below it, let them be $u'$ and $Yu'$. Continuity requires
\begin{equation}
u+v=u'(1+Y),\qquad q_j(u-v)=q_{j+1}u'(1-Y).
\end{equation}
Multiply the first condition by $q_j$, then add and subtract the second:
\begin{align}
2q_ju&=u'\left[(q_j+q_{j+1})+(q_j-q_{j+1})Y\right],\\
2q_jv&=u'\left[(q_j-q_{j+1})+(q_j+q_{j+1})Y\right].
\end{align}
With $r_j=(q_j-q_{j+1})/(q_j+q_{j+1})$, we have $2q_j/(q_j+q_{j+1})=1+r_j$. The ratio of the two lines, and the first line alone, give
\begin{equation}
\rho_j=\frac vu=\frac{r_j+Y}{1+r_jY},\qquad
\frac{u'}u=\frac{1+r_j}{1+r_jY}.
\end{equation}

It remains to find $Y$. If $p=e^{i\kappa_{j+1}d_{j+1}}$, the downward wave reaches the bottom of layer $j+1$ as $pu'$. There it produces the upward wave $\rho_{j+1}pu'$, which gains another $p$ on its way up. Thus $Y=p^2\rho_{j+1}$. Let $\tau_j$ be the substrate amplitude divided by the downward amplitude just above interface $j$. The algorithm is:
\begin{enumerate}
\item Start with $\rho_M=0$, $\tau_M=1$ and $p=1$ in the substrate, from which no wave returns.
\item For $j=M-1,\ldots,0$, compute $Y=p^2\rho_{j+1}$ and
\begin{equation}
\rho_j=\frac{r_j+Y}{1+r_jY},\qquad
\tau_j=\frac{(1+r_j)p\,\tau_{j+1}}{1+r_jY}.
\end{equation}
\item Return $R=|\rho_0|^2$ and $T=|\tau_0|^2\operatorname{Re}(q_M)/q_0$.
\end{enumerate}
Every propagation factor has $|p|\le1$, so no growing exponential enters. For the Mo layer, $\rho_1=-r$ and $Y=-rP$, which returns the result found by hand.

The recursion was tested against a simultaneous linear solution of all interface conditions, for the graded mirror and for an irregular absorbing stack, in both polarizations. The largest amplitude difference was $2\times10^{-15}$.

\section{Energy conservation}

The factor in $T$ comes from the energy flux, proportional to $J=\operatorname{Im}(F^*gF')$. It is continuous because $F$ and $gF'$ are. Inside a uniform layer, $F''=-\kappa^2F$, so
\begin{equation}
\frac{dJ}{dz}=\operatorname{Im}\left(g|F'|^2-g\kappa^2|F|^2\right).
\end{equation}
Without loss, $g$ and $\kappa^2$ are real and $J$ is constant. In vacuum, $F=e^{i\kappa_0z}+\rho_0e^{-i\kappa_0z}$ gives
\begin{equation}
F^*F'=i\kappa_0\left(1-|\rho_0|^2+\rho_0^*e^{2i\kappa_0z}-\rho_0e^{-2i\kappa_0z}\right).
\end{equation}
The last two terms are a number minus its complex conjugate, hence imaginary. Multiplied by $i\kappa_0$ they become real and do not contribute to $J$. Therefore $J=q_0(1-R)$ in vacuum. At the top of the substrate, $J=\operatorname{Re}(q_M)|\tau_0|^2=q_0T$. Equality of the two fluxes proves $R+T=1$ for real permittivities.

With loss and s polarization, $g=1$ and $dJ/dz=-k_0^2\varepsilon''|E|^2$, where a double prime on a permittivity marks its imaginary part. Integrating over the stack, of total thickness $L$, gives
\begin{equation}
1-R-T=A=\frac{k_0^2}{\kappa_0}\int_0^L\varepsilon''|E|^2\,dz
\end{equation}
for unit incident amplitude.

With all $\beta$ set to zero, the largest $|R+T-1|$ was $5.5\times10^{-14}$, over sharp, intermixed and irregular stacks, both polarizations and the wavelength scan. This checks the flux factors and their consistency with the interface amplitudes, but not the propagation phases, the indices or the layer thicknesses: without loss, a wrong phase still conserves energy. The comparison with the linear solution above does test the phases.

\section{Depth grading and intermixing}

The example has forty Si/Mo pairs on Si, with Si on top. Mo fills a fraction $\Gamma=0.4$ of each period. Counting periods from $m=0$ at the top,
\begin{equation}
\Lambda_m=7.0\ \text{nm}\left[1+0.04\left(\frac m{39}-\frac12\right)\right],
\end{equation}
so the period grows from 6.86 to 7.14 nm. The scan varies the wavelength at fixed indices; a real bandwidth also depends on their dispersion.

For s polarization and sharp interfaces, the uniform mirror has a peak of 72.6\% and a width at half peak of 0.715 nm. Grading gives 72.0\% and 0.760 nm. These widths are resolved only to the scan step of 0.005 nm. Thus 0.65 percentage points of peak reflectance buy a band about 6\% wider. The peak also moves from 13.59 to 13.50 nm although the mean period is unchanged.

Intermixing is modeled by Gaussian smoothing of the permittivity with standard deviation $\sigma$. If Mo layer $m$ lies between $a_m$ and $b_m$, and $\Phi$ is the cumulative normal distribution,
\begin{equation}
\varepsilon(z)=\varepsilon_{\rm Si}+(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})
\sum_m\left[\Phi\!\left(\frac{z-a_m}{\sigma}\right)-\Phi\!\left(\frac{z-b_m}{\sigma}\right)\right].
\end{equation}
The outer surface stays sharp. The profile is cut into thin uniform slices with midpoint values, and the recursion is applied unchanged. Compared with a direct solution of the wave equation, 700 slices give a reflectance error of $2.1\times10^{-3}$ and 1400 slices one of $5.2\times10^{-4}$. Halving the slice thickness divides the error by four, as expected for a second-order method. The results below use slices of at most 0.05 nm, or 0.1 nm for the mirror of 120 pairs.

There is a cheaper approximation. To first order in the contrast, a smooth interface is a set of weak steps displaced by $x$, each with the phase $e^{2i\kappa x}$. Their Gaussian average is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,e^{2i\kappa x}\,dx=e^{-2\kappa^2\sigma^2}.
\end{equation}
The N\'evot--Croce form replaces $\kappa^2$ by $\kappa_j\kappa_{j+1}$ and damps $r_j$ accordingly. Its peak reflectances agree with the sliced ones within about $10^{-4}$ here. In general, it should not be combined with $1+r_j$ to obtain $T$. For real $q$, flux balance at one interface demands $q_j(1-r_j^2)=q_{j+1}(1+r_j)^2$, or $q_j(1-r_j)=q_{j+1}(1+r_j)$. The undamped $r_j$ satisfies this; a damped nonzero one does not. In the lossless version of this mirror the errors cancel, because each damped Si-to-Mo interface is paired with a Mo-to-Si one of opposite $r_j$; in other stacks they need not.

\section{The reflectance penalty}

For the graded mirror, the sharp peak of 71.95\% changes as follows.
\begin{center}
\begin{tabular}{ccc}
$\sigma$ (nm) & peak $R$ (\%) & loss (points)\\
0.3 & 70.8 & 1.1\\
0.5 & 68.7 & 3.3\\
0.7 & 65.2 & 6.7\\
0.9 & 60.1 & 11.8
\end{tabular}
\end{center}
At $\sigma=0.7$ nm, the peak ratio is $0.6524/0.7195=0.907$. Over ten equal reflections, each taken at its peak, this becomes $0.907^{10}\simeq0.38$. At the peak wavelength, a modest loss per mirror removes more than 60\% of the light that ten sharp mirrors would deliver. Integrated over wavelength for a flat spectrum, the ratio is lower still, about 0.30.

At 13.5 nm, $R$ falls from 0.7195 to 0.6522. Transmission into the substrate rises from 0.0103 to 0.0259, and absorption from 0.2702 to 0.3219. The missing 0.067 is therefore made up of 0.016 extra transmission and 0.052 extra absorption, within rounding.

To see why absorption rises, consider a uniform period $\Lambda$ and s polarization. Put $G=2\pi/\Lambda$ and take the origin at the centre of a Mo layer. The mean permittivity $\bar\varepsilon$ is unchanged by mixing. The first Fourier coefficient of the sharp profile is
\begin{equation}
\varepsilon_1=\frac{\varepsilon_{\rm Mo}-\varepsilon_{\rm Si}}{\Lambda}\int_{-\Gamma\Lambda/2}^{\Gamma\Lambda/2}e^{-iGz}dz
=(\varepsilon_{\rm Mo}-\varepsilon_{\rm Si})\frac{\sin\pi\Gamma}{\pi}.
\end{equation}
Gaussian smoothing multiplies it by $w=e^{-G^2\sigma^2/2}$.

Keep only the two resonant waves, $E=\mathcal A e^{iGz/2}+\mathcal B e^{-iGz/2}$, in $E''+k_0^2(\varepsilon-\sin^2\theta)E=0$. Neglecting second derivatives of the slow amplitudes and nonresonant terms gives
\begin{align}
\mathcal A'&=i(D\mathcal A+C\mathcal B),\qquad \mathcal B'=-i(D\mathcal B+C\mathcal A),\\
C&=\frac{k_0^2w\varepsilon_1}{G},\qquad
D=\frac{k_0^2(\bar\varepsilon-\sin^2\theta)-G^2/4}{G}.
\end{align}
For $\rho=\mathcal B/\mathcal A$, the quotient rule gives
\begin{equation}
\rho'=\frac{\mathcal B'}{\mathcal A}-\rho\frac{\mathcal A'}{\mathcal A}
=-i(C\rho^2+2D\rho+C).
\end{equation}

Without loss and at $D=0$, a stack of thickness $L$ with no wave returning from below has $\rho=i\tanh[C(L-z)]$, so $R=\tanh^2(CL)$. A thin mirror has $R\simeq C^2L^2\propto w^2$; a deep one has $R\to1$ for any nonzero $w$. More periods compensate for weaker coupling if nothing absorbs.

In a deep absorbing mirror, removing one period from the top leaves the same mirror, so $\rho'=0$ in this model. The two roots have product one, and the reflected wave is the root with $|\rho|<1$. Write $\rho=e^{i\phi-\eta}$. Dividing the quadratic by $2C\rho$ gives
\begin{equation}
-\frac DC=\frac{\rho+\rho^{-1}}2=\cos\phi\cosh\eta-i\sin\phi\sinh\eta .
\end{equation}
At fixed $\eta$ this is an ellipse with semi-axes $\cosh\eta$ and $\sinh\eta$. Let $C=|C|e^{i\chi}$. As tuning changes $\operatorname{Re}D$, the left side follows a straight line inclined by $-\chi$ to the real axis, at distance $\operatorname{Im}D/|C|$ from the origin. This distance does not contain $k_0$. The largest $|\rho|$ belongs to the smallest ellipse reached by the line, which it touches. A tangent with this inclination lies at squared distance $\cosh^2\eta\sin^2\chi+\sinh^2\eta\cos^2\chi=\sinh^2\eta+\sin^2\chi$. Since $\sin\chi=\operatorname{Im}C/|C|$,
\begin{equation}
R_\infty=e^{-2\eta},\qquad
\sinh\eta=\frac{\sqrt{(\bar\varepsilon'')^2-(w\varepsilon_1'')^2}}{w|\varepsilon_1|}.
\end{equation}

For $\sigma=0.7$ nm, $w=0.821$. With $\bar\varepsilon''=0.00684$, $\varepsilon_1''=0.00215$ and $|\varepsilon_1|=0.0432$, $\sinh\eta$ rises from $0.00649/0.0432=0.150$ to $0.00661/0.0354=0.187$. The peak falls from 0.741 to 0.690. The recursion for 120 uniform pairs gives 0.735 and 0.685, so the formula finds the penalty well although its absolute values are slightly high for this termination. It omits surface matching and nonresonant waves. The termination alone matters at this level: varying the top Si layer between 0 and 7 nm moves the sharp peak between 0.730 and 0.749.

The numerator changes by 2\%, while the coupling in the denominator falls by 18\%. Weaker coupling thus causes most of the penalty in this model; the mean absorption $\bar\varepsilon''$ is unchanged. Setting the absorption to zero reduces the deep-mirror penalty from 0.050 to $2\times10^{-6}$. At the other extreme, three pairs at 13.5 nm keep a fraction 0.683 of their reflectance, near $w^2=0.674$.

For weak loss, $1-R_\infty\simeq2\eta$. The missing reflectance then grows roughly as $1/w$ if $\varepsilon_1''$ is well below $\bar\varepsilon''$, as here, where their ratio is 0.31. For a thin absorber in a nearly transparent spacer, $\varepsilon_1''$ approaches $\bar\varepsilon''$, the numerator of $\sinh\eta$ rises strongly with mixing, and the growth is faster: with $\Gamma=0.2$, $\beta=0.002$ for Mo and a lossless spacer, $1-R$ about doubles at $\sigma=0.7$ nm, while $1/w=1.22$. For very strong mixing, $\sinh\eta\simeq e^\eta/2$ and $R_\infty\simeq(w|\varepsilon_1|/2\bar\varepsilon'')^2$. Apart from the small reflection at the outer surface, which this model omits, the factor $w^2$ then returns even in a deep mirror, because absorption stops the light before repeated reflections become important: the quadratic then gives $\rho\simeq-C/2D$, which is proportional to $w$.

These penalties concern laterally uniform mixing. Lateral roughness also scatters light out of the specular beam, while compound formation can change density, layer thickness and permittivity beyond linear mixing. Such effects require a different profile or a scattering calculation. The numerical output below gives the remaining digits.

\section*{Computed values}
\begin{verbatim}
Model index of Mo: 0.925+0.006j; of Si: 0.999+0.002j
Mean period: 7.0 nm; Mo fraction: 0.4
Pairs: 40; total period drift: 4 %
Top and bottom periods: 6.86, 7.14 nm
Angle: 6.0 deg; wavelength: 13.5 nm
Fresnel amplitude Si to Mo (s): 0.03891-0.00227j
Round-trip factor, 2.8 nm Mo: -0.72284+0.66822j
Amplitude of one Mo layer in Si: 0.06549-0.02981j
Largest recursion-matching difference: 2.0e-15
Largest lossless |R+T-1|: 5.5e-14
Lossless graded sharp, 13.5 nm: R=0.98473, T=0.01527
Uniform sharp: peak R=0.7260 at 13.590 nm, half-peak width 0.715 nm
Graded sharp: peak R=0.7195 at 13.500 nm, half-peak width 0.760 nm
Graded sharp, 13.5 nm: R=0.7195, T=0.0103, A=0.2702
Graded mixed 0.7 nm, 13.5 nm: R=0.6522, T=0.0259, A=0.3219
Same from wave equation: R=0.6522, A=0.3218
Slice error, 700 and 1400 slices: 2.10e-03, 5.23e-04; ratio 4.01
Graded mirror peaks (sliced profile; Nevot-Croce shortcut):
sigma=0.3 nm: R=0.7081; 0.7081; loss=1.14 points; peak 13.500 nm
sigma=0.5 nm: R=0.6869; 0.6869; loss=3.26 points; peak 13.495 nm
sigma=0.7 nm: R=0.6524; 0.6524; loss=6.71 points; peak 13.490 nm
sigma=0.9 nm: R=0.6013; 0.6014; loss=11.82 points; peak 13.490 nm
Peak ratio mixed/sharp, 0.7 nm: 0.9067
This ratio over ten reflections: 0.375
G: 0.8976 1/nm; damping w: 0.8209; w squared: 0.6738
Mean permittivity: 0.94103+0.00684j; eps1: -0.04311+0.00215j
Deep mirror (120 pairs), sharp and mixed: R=0.7351, 0.6848
Two-wave formula, sharp and mixed: R=0.7411, 0.6902
Deep peak ratio mixed/sharp: 0.9316
Deep mirror largest T at peak: 2.4e-06
Deep mirror R penalty: 0.0503; without absorption: 2.3e-06
Three pairs, 13.5 nm: R=0.04259 sharp, 0.02908 mixed; ratio 0.6827
\end{verbatim}
